# Homogeneous coercive field from remanent polarization and permittivity: an examination question

A ferroelectric film fills the space between two ideal metal electrodes. Temperature and mechanical conditions are fixed, and the film stays uniform: it has no domains, no defects and no non-ferroelectric layer at the electrodes. A voltage source fixes the field \(E\). Let \(D\) be the electrode charge per area, which equals the polarization when \(E=0\). The energy density of the film is modelled by

\[
f(D)=\frac a2D^2+\frac b4D^4,\qquad b>0 .
\]

Two properties of the film at zero field are given: the remanent polarization \(P_r=0.2\ \mathrm{C/m^2}\), and the small-signal relative permittivity of the remanent state, \(\varepsilon_r=30\), defined by \(\varepsilon_0\varepsilon_r=dD/dE\) at \(E=0\). These are round model parameters.

## Part (a): states at zero field

**Question.** State which function is minimized at fixed \(E\), and derive the equation of state. Which sign must \(a\) have for a remanent state to exist? Find the stationary states at \(E=0\) and their stability.

**Answer.** When the charge per area changes by \(dD\), the source does work \(E\,dD\) per volume of film. At fixed \(E\), the energy of film and source together therefore changes as

\[
g(D)=f(D)-ED ,
\]

and a stable state is a minimum of \(g\). Its first two derivatives are

\[
g'(D)=aD+bD^3-E,\qquad g''(D)=a+3bD^2 .
\]

Setting \(g'=0\) gives the equation of state

\[
E=aD+bD^3 .
\]

At \(E=0\) it factorizes as \(D(a+bD^2)=0\). A nonzero real solution needs \(D^2=-a/b>0\), and since \(b>0\) this requires \(a<0\). The stationary states are then \(D=0\) and \(D=\pm P_r\), with

\[
P_r^2=-\frac ab .
\]

At \(D=0\) the curvature is \(g''=a<0\), so this state is a maximum. At \(D=\pm P_r\) it is

\[
g''=a+3b\left(-\frac ab\right)=-2a>0 ,
\]

so both remanent states are minima. By the symmetry \(f(-D)=f(D)\) they have equal energy.

## Part (b): the coefficients

**Question.** Express \(a\) and \(b\) through \(P_r\) and \(\varepsilon_r\), and evaluate them. Why is \(a\) not simply the inverse permittivity?

**Answer.** Differentiating the equation of state with respect to \(D\) gives

\[
\frac{dE}{dD}=a+3bD^2 .
\]

At \(D=P_r\) the right side is \(-2a\), as found above. By definition the left side is there \(1/(\varepsilon_0\varepsilon_r)\). Hence

\[
a=-\frac1{2\varepsilon_0\varepsilon_r},\qquad
b=-\frac a{P_r^2}=\frac1{2\varepsilon_0\varepsilon_rP_r^2}.
\]

The coefficient \(a\) is the curvature of the energy at \(D=0\), the top of the barrier. The permittivity is measured at the bottom of a well. There the quartic term contributes \(3bP_r^2=-3a\), which reverses the sign and leaves twice the magnitude.

With \(\varepsilon_0=8.854\times10^{-12}\ \mathrm{F/m}\),

\[
a=-\frac1{2(8.854\times10^{-12})(30)}\ \mathrm{m/F}
=-1.88\times10^{9}\ \mathrm{m/F},
\]

\[
b=\frac{1.88\times10^{9}}{(0.2)^2}\ \mathrm{V\,m^5/C^3}
=4.7\times10^{10}\ \mathrm{V\,m^5/C^3}.
\]

The units follow from the equation of state, because \(aD\) and \(bD^3\) must both be fields. As a numerical check, the equation of state with these coefficients was solved at zero field and at small fields of both signs. It returned the remanence and the permittivity that were put in.

It is useful to write \(p=D/P_r\) and to define the field scale

\[
E_L=\frac{P_r}{\varepsilon_0\varepsilon_r}=7.53\times10^{8}\ \mathrm{V/m}.
\]

Inserting \(a\) and \(b\), the equation of state becomes

\[
E=-\frac{P_r\,p}{2\varepsilon_0\varepsilon_r}+\frac{P_r^3p^3}{2\varepsilon_0\varepsilon_rP_r^2}
=\frac{E_L}{2}\,(p^3-p).
\]

The two data thus set the scales of the two axes, while the quartic form sets the shape of the curve.

## Part (c): the limit of stability

**Question.** The film starts at \(D=+P_r\), and a reverse field \(E=-h\) is increased slowly from zero. At which field \(E_c\) does the state with positive \(D\) cease to exist? Evaluate it, and compare it with the field at which linear response would bring \(D\) to zero.

**Answer.** With \(E=-h\), the equation of state reads

\[
h=\frac{E_L}{2}(p-p^3),\qquad
\frac{dh}{dp}=\frac{E_L}{2}(1-3p^2).
\]

At \(p=1\) the field \(h\) is zero. For \(p>1/\sqrt3\) the derivative is negative, so \(h\) grows as \(p\) falls from 1. The growth ends at \(p=1/\sqrt3\), which is the largest value of \(p-p^3\) for positive \(p\). No stationary state with \(D>0\) exists at a stronger reverse field. The same point satisfies \(g''=a+3bD^2=0\): the local minimum merges there with the barrier top. The limiting field is

\[
E_c=\frac{E_L}{2}\,\frac1{\sqrt3}\left(1-\frac13\right)
=\frac{E_L}{3\sqrt3}
=\frac{P_r}{3\sqrt3\,\varepsilon_0\varepsilon_r}.
\]

Numerically,

\[
E_c=\frac{7.53\times10^{8}}{5.196}\ \mathrm{V/m}
=1.45\times10^{8}\ \mathrm{V/m}=1.45\ \mathrm{MV/cm}.
\]

Linear response from the remanent state, \(D=P_r-\varepsilon_0\varepsilon_rh\), would reach \(D=0\) at \(h=E_L\), which is \(3\sqrt3\approx5.2\) times larger. The true response is stronger than linear because the well becomes softer as \(D\) falls. At \(h=E_c\) linear response predicts a drop in \(D\) of \(P_r/(3\sqrt3)=0.038\ \mathrm{C/m^2}\). The model gives a drop from \(0.200\) to \(P_r/\sqrt3=0.115\ \mathrm{C/m^2}\), more than twice as much.

Two limits show how \(E_c\) behaves. At fixed \(P_r\), a larger permittivity means a softer well and a smaller coercive field. If instead \(a\) approaches zero from below at fixed \(b\), inserting \(P_r=\sqrt{|a|/b}\) and \(1/(\varepsilon_0\varepsilon_r)=2|a|\) gives

\[
E_c=\frac{2|a|}{3\sqrt3}\sqrt{\frac{|a|}{b}}=\frac{2|a|^{3/2}}{3\sqrt{3b}} .
\]

The coercive field then vanishes faster than the remanence, which goes as \(|a|^{1/2}\).

## Part (d): is this the coercive field?

**Question.** A coercive field is the field at which \(D\) passes through zero, yet \(D\) is still positive at the stability limit. Show that the two fields coincide for the slow uniform loop. Where does the jump end? How does the permittivity behave just before it?

**Answer.** Let the film relax according to \(\gamma\,dD/dt=-g'(D)\) with \(\gamma>0\). Under this law \(g\) cannot increase, because \(dg/dt=g'\,dD/dt=-(g')^2/\gamma\). With \(E=-h\),

\[
\gamma\frac{dD}{dt}=-h+\frac{E_L}{2}(p-p^3).
\]

To see the sign of the right side, use the factorization

\[
p^3-p+\frac2{3\sqrt3}
=\left(p-\frac1{\sqrt3}\right)^2\left(p+\frac2{\sqrt3}\right).
\]

It is checked by expansion: the \(p^2\) terms cancel, the coefficient of \(p\) is \(\tfrac13-\tfrac43=-1\), and the constant is \(\tfrac13\cdot\tfrac2{\sqrt3}\). Since \(E_c=(E_L/2)\cdot2/(3\sqrt3)\), the relaxation law becomes

\[
\gamma\frac{dD}{dt}=-(h-E_c)-\frac{E_L}{2}
\left(p-\frac1{\sqrt3}\right)^2\left(p+\frac2{\sqrt3}\right).
\]

For \(h>E_c\) the right side is negative for every \(p\ge-2/\sqrt3\). The charge therefore falls without a stop from its positive value through zero. For \(h<E_c\) the film starting from \(+P_r\) comes to rest in the local minimum, where \(D>P_r/\sqrt3>0\). The sign of \(D\) thus changes during the jump, and the stability limit is the coercive field of the slow uniform loop.

Just above \(E_c\) the jump ends close to the remaining root,

\[
D=-\frac{2P_r}{\sqrt3}=-0.231\ \mathrm{C/m^2}.
\]

This state is stable, since \(g''=a(1-3p^2)=-3a>0\) at \(p^2=4/3\). Its magnitude exceeds \(P_r\) because the field now points along \(D\). A numerical search that lets the film relax at constant reverse field, and looks for the smallest field that reverses it, also gives \(1.449\times10^{8}\ \mathrm{V/m}\). It makes no use of the condition \(g''=0\).

Just before the jump, put \(p=1/\sqrt3+x\) with small \(x>0\). In a stationary state the relaxation law gives, to leading order,

\[
E_c-h=\frac{E_L}{2}\sqrt3\,x^2 .
\]

With \(E_L=3\sqrt3\,E_c\) this is \(1-h/E_c=\tfrac92x^2\). The differential permittivity, relative to its remanent value, is

\[
\frac{1}{\varepsilon_0\varepsilon_r}\frac{dD}{dE}
=\frac{2}{3p^2-1}\simeq\frac1{\sqrt3\,x}
=\sqrt{\frac32}\left(1-\frac h{E_c}\right)^{-1/2}.
\]

It diverges at the stability limit, where the restoring force against a uniform change of \(D\) disappears.

## Part (e): polarization as the Landau variable

**Question.** Suppose the energy is quartic in the polarization \(P\) instead, with \(D=\varepsilon_0E+P\). The measured \(P_r\) and \(\varepsilon_r\) are the same. What changes, and why is this more than a change of notation?

**Answer.** The function minimized at fixed \(E\) is now \(\tfrac12a_PP^2+\tfrac14b_PP^4-EP\), so \(E=a_PP+b_PP^3\). The measured permittivity contains the vacuum term:

\[
\varepsilon_0\varepsilon_r=\frac{dD}{dE}=\varepsilon_0+\frac{dP}{dE}
\quad\Rightarrow\quad
\frac{dP}{dE}=\varepsilon_0(\varepsilon_r-1).
\]

All steps of parts (b) and (c) carry over with \(\varepsilon_r\) replaced by \(\varepsilon_r-1=29\):

\[
a_P=-\frac1{2\varepsilon_0(\varepsilon_r-1)}=-1.95\times10^{9}\ \mathrm{m/F},
\qquad
b_P=-\frac{a_P}{P_r^2}=4.87\times10^{10}\ \mathrm{V\,m^5/C^3},
\]

\[
E_c^{(P)}=\frac{P_r}{3\sqrt3\,\varepsilon_0(\varepsilon_r-1)}
=\frac{30}{29}\,E_c=1.50\ \mathrm{MV/cm}.
\]

Before the jump \(P=0.115\ \mathrm{C/m^2}\), while \(\varepsilon_0E\) is about \(-0.001\ \mathrm{C/m^2}\). Hence \(D\) is still positive there, and it too changes sign in the jump.

The two results differ because the two energies are different models. If the field is a cubic polynomial in \(P\), then \(D=P+\varepsilon_0(a_PP+b_PP^3)\). Solving this for \(P\) does not give a polynomial in \(D\), so the same film is not described by a quartic \(f(D)\). The difference is 3.4 % of the value found in part (c), and it shrinks as \(1/\varepsilon_r\) for large permittivity. At \(\varepsilon_r=30\) a value quoted to three figures must therefore state its Landau variable; at \(\varepsilon_r=3000\) the gap is only 0.03 %. The small size of the difference comes from splitting off the vacuum term alone. If a background permittivity \(\varepsilon_b\) that takes no part in switching is split off, \(D=\varepsilon_0\varepsilon_bE+P\), then \(\varepsilon_r-\varepsilon_b\) replaces \(\varepsilon_r-1\). The stability limit is then 1.5 times \(E_c\) for \(\varepsilon_b=10\) and 3 times \(E_c\) for \(\varepsilon_b=20\). For \(\varepsilon_b>\tfrac34\varepsilon_r\), \(D\) already changes sign before the jump.

## Part (f): how much rests on the quartic form?

**Question.** Return to \(D\) as the variable and replace the energy by

\[
f_6(D)=\frac{b_6}4D^4+\frac{c_6}6D^6 .
\]

Fit it to the same \(P_r\) and \(\varepsilon_r\), and find its coercive field. Which further measurement at small field would distinguish the two energies?

**Answer.** The equation of state is \(E=b_6D^3+c_6D^5\). Remanence requires \(b_6=-c_6P_r^2\). The slope at \(P_r\) is then

\[
3b_6P_r^2+5c_6P_r^4=2c_6P_r^4=\frac1{\varepsilon_0\varepsilon_r},
\]

so that

\[
c_6=\frac1{2\varepsilon_0\varepsilon_rP_r^4}=1.18\times10^{12}\ \mathrm{V\,m^9/C^5},
\qquad
b_6=-\frac1{2\varepsilon_0\varepsilon_rP_r^2}=-4.71\times10^{10}\ \mathrm{V\,m^5/C^3}.
\]

In reduced form, with \(E=-h\),

\[
h=\frac{E_L}{2}(p^3-p^5),\qquad
\frac{dh}{dp}=\frac{E_L}{2}\,p^2(3-5p^2).
\]

The maximum for positive \(p\) lies at \(p^2=3/5\), or \(D=0.155\ \mathrm{C/m^2}\). Its value is

\[
E_c^{(6)}=\frac{E_L}{2}\left(\frac35\right)^{3/2}\frac25
=\frac15\left(\frac35\right)^{3/2}E_L=0.70\ \mathrm{MV/cm}.
\]

At a stronger reverse field the relaxation rate is negative for all \(p\ge0\), so \(D\) again passes through zero. The coercive field is 0.48 times the quartic one, although both energies reproduce the same two data. Remanence fixes the position of the well and permittivity its curvature. The coercive field depends on the steepest slope between well and barrier top, which those data do not determine.

The next derivative at the well does distinguish the two energies. For \(E/E_L=\tfrac12(p^3-p)\) the second derivative with respect to \(p\) at \(p=1\) is \(\tfrac12\cdot6=3\). For \(E/E_L=\tfrac12(p^5-p^3)\) it is \(\tfrac12(20-6)=7\). Call this number \(s\). Near the well the slope is \(d(E/E_L)/dp\simeq1+s(p-1)\), and to first order \(p-1=E/E_L\). The permittivity is inversely proportional to the slope, hence

\[
\varepsilon_r(E)\simeq\varepsilon_r(0)\left(1-s\,\frac E{E_L}\right).
\]

A reverse field of \(0.01\ \mathrm{MV/cm}\), small enough for this first-order formula, thus raises the permittivity by about 0.4 % for the quartic energy and by about 0.9 % for the other. The field dependence of the permittivity at remanence can therefore rule out the quartic assumption without switching, but it cannot confirm it. Adding \(E_L\,p(p^2-1)^3\) to the quartic equation of state leaves \(P_r\), \(\varepsilon_r\) and \(s=3\) unchanged, yet raises the coercive field to \(3.07\ \mathrm{MV/cm}\).

## Part (g): use of the result for a real capacitor

**Question.** Which conditions must the two measured inputs meet? May the result be taken as the coercive field of a measured loop, or as an upper bound on it?

**Answer.** Both inputs must belong to a uniform, single-domain state. If domain walls move under the small test signal, they add to \(dD/dE\). The inferred well is then too soft, and the calculated \(E_c\) too low. If part of the film is poled the other way, the measured remanence is smaller than \(P_r\) of a single domain, which also lowers the calculated value. Since \(E_c\propto P_r/\varepsilon_r\), a small relative error in either input passes into \(E_c\) with the same relative size. The formula also assumes that the whole permittivity belongs to the switching variable. A background part raises the stability limit by the factor \(\varepsilon_r/(\varepsilon_r-\varepsilon_b)\), as in part (e).

The result is not a forecast of a measured loop. For any reverse field \(0<h<E_c\) the state with positive \(D\) is already metastable: \(g(-D)=f(D)-hD\) lies below \(g(D)=f(D)+hD\). The uniform film stays there because all of it would have to cross the barrier together. A real film can reverse a small region first and then let the domain wall move, and this can happen below \(E_c\).

Nor is \(E_c\) an upper bound on measured values. The derivation assumes a slowly changing field. Just above \(E_c\) the relaxation rate near \(p=1/\sqrt3\) is small, of order \((h-E_c)/\gamma\), so in a fast sweep the field rises further before \(D\) reaches zero. Fast is measured against the relaxation time \(\gamma\varepsilon_0\varepsilon_r\). A linear ramp that reaches \(E_c\) in 100 such times overshoots by 18 %, and one that takes \(10^4\) overshoots by less than 1 %. A linear dielectric layer at an electrode, with no charge trapped at its interface, acts the other way. While \(D\) is still positive, the field in the layer points along \(D\), against the applied field. The reverse field in the ferroelectric is then stronger than the applied voltage divided by the total thickness, and the uniform film switches at a lower apparent field than it would without the layer. The layer adds only a \(D^2\) term, so film and layer together are again quartic in \(D\). If \(P_r\) and \(\varepsilon_r\) are measured on the capacitor with the layer, the formula of part (c) already gives this lower apparent field. A thick enough layer removes the uniform remanent state altogether.

The numerical output below lists the coefficients and the coercive fields for the three energies. It also gives \(D\) before the jump for the two energies written in \(D\), and \(D\) after the jump for the quartic one.

## Values computed for the example and the checks

```
vacuum permittivity eps0 = 8.85419e-12 F/m
input remanence Pr = 0.200 C/m^2
input relative permittivity eps_r = 30.0
Quartic energy, variable D
  a = -1.8823e+09 m/F
  b = 4.7059e+10 V m^5/C^3
  remanence recovered = 0.200000 C/m^2
  permittivity recovered = 30.00000
  linear scale Pr/(eps0 eps_r) = 7.5294e+08 V/m
  D before jump = 0.1155 C/m^2
  D after jump = -0.2309 C/m^2
  Ec from formula = 1.4490e+08 V/m
  Ec from relaxation = 1.4490e+08 V/m
  Ec from formula = 1.449 MV/cm
Quartic energy, variable P
  a = -1.9473e+09 m/F
  b = 4.8681e+10 V m^5/C^3
  permittivity recovered = 30.00000
  Ec from relaxation = 1.499 MV/cm
  ratio to variable D = 1.0345
Energy with D^4 and D^6 terms only
  b6 = -4.7059e+10 V m^5/C^3
  c6 = 1.1765e+12 V m^9/C^5
  remanence recovered = 0.200000 C/m^2
  permittivity recovered = 30.00001
  D before jump = 0.1549 C/m^2
  Ec from relaxation = 0.700 MV/cm
  ratio to quartic = 0.4830
```
